**Exact two-component decoupling and Dirac 1s energies up to Z = 80**

The program builds the two-component Hamiltonian h = RᵀLR for one electron in a point-nucleus field, using s-type Gaussians. X maps large-component to small-component coefficients, L is the unnormalized Hamiltonian, and R restores the overlap metric S. The assertions compare the integrals with quadrature, the closed-form 1s solution with finite-difference derivatives, and all positive-energy levels of a 17-function basis with the Dirac matrix. They also cover the decoupling condition, the choice of R against random rotations, and the large-component weight (1 + γ)/2, where γ = √(1 − Z²/c²). With 35 functions, the 1s energies for Z = 10 to 80 agree with c²(γ − 1) to within about 1.3 × 10⁻⁸ of the energy. For Z = 80 the level is −3532.192 hartree, or −96.116 keV, for a hydrogen-like ion without nuclear-size or QED corrections. Omitting R puts this level about 395 hartree too low, and fixing X = 1 makes the wide-basis result collapse to about −1.3 × 10⁸ hartree. For Z = 80, as the largest exponent goes from Z²·2¹⁶ to Z²·2²², the error falls with that exponent to the power −0.810, close to the predicted −γ = −0.812.

## Verification by program

```python
"""Exact two-component (X2C) decoupling of the one-electron Dirac equation.

Result under test: with X = B A^-1 taken from the positive-energy solutions of
the matrix Dirac equation and R fixed by R^T St R = S, the n x n matrix
h = R^T L R has the n positive-energy Dirac eigenvalues of the same basis, and
in a wide s-type Gaussian basis its lowest eigenvalue reproduces the 1s energy
c^2 (sqrt(1 - Z^2/c^2) - 1) of a point nucleus up to Z = 80.

Symbols (hartree atomic units, rest energy subtracted):
S, T, V  overlap, kinetic and nuclear attraction matrices
W        matrix of (sigma.p) V (sigma.p)
A, B     large and small coefficients; small functions are sigma.p g / (2c)
L, St    unnormalized two-component Hamiltonian and its metric
gamma    sqrt(1 - Z^2/c^2)
"""
import numpy as np
import sympy as sp
from scipy.constants import fine_structure, physical_constants
from scipy.integrate import quad
from scipy.linalg import eigh, expm

C = 1.0 / fine_structure
HARTREE_EV = physical_constants["Hartree energy in eV"][0]


def integrals(Z, exponents):
    """Matrices over normalized s Gaussians."""
    a = exponents[:, None]
    b = exponents[None, :]
    p = a + b
    S = (2 * np.sqrt(a * b) / p) ** 1.5
    T = 3 * a * b / p * S
    V = -2 * Z * np.sqrt(p / np.pi) * S
    W = -8 * Z * a * b / np.sqrt(np.pi * p) * S
    return S, T, V, W


def solve_dirac(S, T, V, W, c):
    """All 2n eigenvalues, and X from the upper n eigenvectors."""
    n = len(S)
    # Small-component functions are normalized to keep the metric well scaled.
    d = 1 / np.sqrt(np.diag(T) / (2 * c**2))
    LS = T * d[None, :]
    SS = (W / (4 * c**2) - T) * np.outer(d, d)
    metric_small = T / (2 * c**2) * np.outer(d, d)
    zero = np.zeros((n, n))
    H = np.block([[V, LS], [LS.T, SS]])
    G = np.block([[S, zero], [zero, metric_small]])
    energies, vectors = eigh(H, G)
    A = vectors[:n, n:]
    B_scaled = vectors[n:, n:]
    X = d[:, None] * np.linalg.solve(A.T, B_scaled.T).T
    return energies, A, X


def symmetric_power(M, power):
    w, U = np.linalg.eigh(M)
    return (U * w**power) @ U.T


def two_component(S, T, V, W, X, c):
    """L, St, R and the renormalized Hamiltonian h."""
    L = V + T @ X + X.T @ T + X.T @ (W / (4 * c**2) - T) @ X
    L = (L + L.T) / 2
    St = S + X.T @ T @ X / (2 * c**2)
    St = (St + St.T) / 2
    S_half = symmetric_power(S, 0.5)
    S_inv_half = symmetric_power(S, -0.5)
    M = S_inv_half @ St @ S_inv_half
    R = S_inv_half @ symmetric_power((M + M.T) / 2, -0.5) @ S_half
    h = R.T @ L @ R
    return L, St, R, (h + h.T) / 2


def even_tempered(Z, k_max, k_min=-6):
    return Z**2 * 2.0 ** np.arange(k_min, k_max + 1)


def exact_1s(Z, c=C):
    # Algebraically c^2 (gamma - 1), written without cancellation.
    return -Z**2 / (1 + np.sqrt(1 - (Z / c) ** 2))


# --- Integrals against radial quadrature of their definitions
a, b, Zt = 0.7, 1.9, 3.0
norm = (4 * a * b / np.pi**2) ** 0.75
ga = lambda r: np.exp(-a * r * r)
gb = lambda r: np.exp(-b * r * r)
da = lambda r: -2 * a * r * ga(r)
db = lambda r: -2 * b * r * gb(r)
integrands = [lambda r: ga(r) * gb(r) * r**2,
              lambda r: 0.5 * da(r) * db(r) * r**2,
              lambda r: -Zt * ga(r) * gb(r) * r,
              lambda r: -Zt * da(r) * db(r) * r]
for matrix, f in zip(integrals(Zt, np.array([a, b])), integrands):
    value = 4 * np.pi * norm * quad(f, 0, 12, epsabs=1e-12, epsrel=1e-11)[0]
    assert abs(matrix[0, 1] - value) < 1e-8

# --- No spin-orbit part between concentric s functions
x, y, z = sp.symbols("x y z", real=True)
ea, eb = sp.symbols("ea eb", positive=True)
pauli = [sp.Matrix([[0, 1], [1, 0]]), sp.Matrix([[0, -sp.I], [sp.I, 0]]),
         sp.Matrix([[1, 0], [0, -1]])]
grad_a = [sp.diff(sp.exp(-ea * (x**2 + y**2 + z**2)), q) for q in (x, y, z)]
grad_b = [sp.diff(sp.exp(-eb * (x**2 + y**2 + z**2)), q) for q in (x, y, z)]
sig_a = sum((s * g for s, g in zip(pauli, grad_a)), sp.zeros(2, 2))
sig_b = sum((s * g for s, g in zip(pauli, grad_b)), sp.zeros(2, 2))
dot = sum(u * v for u, v in zip(grad_a, grad_b))
assert (sig_a * sig_b - dot * sp.eye(2)).applyfunc(sp.simplify) == sp.zeros(2, 2)

# --- Closed-form 1s energy: finite-difference check of the radial equations
Z = 80
gamma = np.sqrt(1 - (Z / C) ** 2)
E80 = exact_1s(Z)
P = lambda r: r**gamma * np.exp(-Z * r)
Q = lambda r: (gamma - 1) * C / Z * P(r)
for r in np.array([0.2, 1.0, 3.0]) / Z:
    step = 1e-4 * r
    dP = (P(r + step) - P(r - step)) / (2 * step)
    dQ = (Q(r + step) - Q(r - step)) / (2 * step)
    kinetic = E80 + Z / r
    scale = C * P(r)
    assert abs(dP - P(r) / r - (2 * C + kinetic / C) * Q(r)) < 1e-6 * scale
    assert abs(dQ + Q(r) / r + kinetic / C * P(r)) < 1e-6 * scale

# --- One Gaussian: X is the positive root of a quadratic
one = np.array([8 * Z**2 / (9 * np.pi)])
S1, T1, V1, W1 = integrals(Z, one)
e1, A1, X1 = solve_dirac(S1, T1, V1, W1, C)
L1, St1, R1, h1 = two_component(S1, T1, V1, W1, X1, C)
t, v, w = T1[0, 0], V1[0, 0], W1[0, 0]
roots = np.roots([t * t / (2 * C**2),
                  t * v / (2 * C**2) - w / (4 * C**2) + t, -t])
assert abs(max(roots.real) - X1[0, 0]) < 1e-9
assert abs(h1[0, 0] - (v + t * max(roots.real))) < 1e-6
X_far = solve_dirac(S1, T1, V1, W1, 100 * C)[2][0, 0]
assert abs(X_far - 1) < 1e-3 < abs(X1[0, 0] - 1)

# --- Moderate basis: full spectrum, decoupling condition, choice of R
S, T, V, W = integrals(Z, even_tempered(Z, 10))
n = len(S)
energies, A, X = solve_dirac(S, T, V, W, C)
L, St, R, h = two_component(S, T, V, W, X, C)
spectrum = eigh(h, S, eigvals_only=True)
spectrum_error = np.max(np.abs(spectrum - energies[n:])
                        / (2 * C**2 + np.abs(energies[n:])))
assert energies[n - 1] < -2 * C**2 < energies[n]
assert spectrum_error < 1e-8


def decoupling_residual(X):
    left = T + (W / (4 * C**2) - T) @ X
    right = T / (2 * C**2) @ X @ np.linalg.solve(S, V + T @ X)
    row_scale = 1 / np.sqrt(np.diag(T))[:, None]
    return np.max(np.abs(row_scale * (left - right))) / np.max(row_scale * T)


residual = decoupling_residual(X)
residual_identity = decoupling_residual(np.eye(n))
assert residual < 1e-7 and residual_identity > 1e-3
assert np.max(np.abs(R.T @ St @ R - S)) < 1e-8

S_half, S_inv_half = symmetric_power(S, 0.5), symmetric_power(S, -0.5)
R_orth = S_half @ R @ S_inv_half
distance = np.linalg.norm(R_orth - np.eye(n))
rng = np.random.default_rng(1)
for size in (0.01, 0.1, 1.0):
    for trial in range(5):
        K = rng.normal(size=(n, n)) * size
        rotation = expm((K - K.T) / 2)
        assert np.linalg.norm(R_orth @ rotation - np.eye(n)) > distance
        R_other = S_inv_half @ R_orth @ rotation @ S_half
        h_other = R_other.T @ L @ R_other
        low = eigh((h_other + h_other.T) / 2, S, eigvals_only=True)[0]
        assert abs(low / spectrum[0] - 1) < 1e-7

# --- Wide basis: 1s energies up to mercury
K_MAX = 28
table = []
for Zi in range(10, 81, 10):
    S, T, V, W = integrals(Zi, even_tempered(Zi, K_MAX))
    n = len(S)
    energies, A, X = solve_dirac(S, T, V, W, C)
    L, St, R, h = two_component(S, T, V, W, X, C)
    e_x2c = eigh(h, S, eigvals_only=True)[0]
    e_nonrel = eigh(T + V, S, eigvals_only=True)[0]
    assert abs(e_nonrel / (-Zi**2 / 2) - 1) < 1e-6
    assert abs(e_x2c / energies[n] - 1) < 1e-7
    assert abs(e_x2c / exact_1s(Zi) - 1) < 1e-6
    table.append((Zi, -Zi**2 / 2, exact_1s(Zi), e_x2c))

# The matrices of the last pass (Z = 80) serve for the omission tests.
weight = A[:, 0] @ S @ A[:, 0]
assert abs(weight - (1 + gamma) / 2) < 1e-4
no_R = eigh(L, S, eigvals_only=True)[0]
assert no_R < E80 / weight * (1 - 1e-6)


def frozen_X(k_max):
    S, T, V, W = integrals(Z, even_tempered(Z, k_max))
    return eigh(T + V + W / (4 * C**2), S + T / (2 * C**2),
                eigvals_only=True)[0]


frozen_small, frozen_wide = frozen_X(4), frozen_X(K_MAX)
assert frozen_wide < -2 * C**2

# --- Error left by the steepest exponent falls as a_max^(-gamma)
errors = {}
for k in (4, 10, 16, 22, 28):
    mats = integrals(Z, even_tempered(Z, k))
    Xk = solve_dirac(*mats, C)[2]
    hk = two_component(*mats, Xk, C)[3]
    errors[k] = eigh(hk, mats[0], eigvals_only=True)[0] - E80
assert errors[16] * errors[22] > 0
slope = np.log(errors[16] / errors[22]) / (6 * np.log(2))
assert abs(slope - gamma) < 0.03

print(f"speed of light c = {C:.6f} a.u.")
print(f"Z = 80: gamma = {gamma:.6f}, 2c^2 = {2 * C**2:.3f} hartree")
print("One Gaussian, Z = 80 (atomic units)")
print(f"  exponent a = {one[0]:.4f} bohr^-2")
print(f"  S = {S1[0, 0]:.6f}, T = {t:.4f} hartree, V = {v:.4f} hartree")
print(f"  W = {w:.6e} a.u., W/(4c^2) = {w / (4 * C**2):.4f} hartree")
print(f"  X = {X1[0, 0]:.8f}, X at 100 times c = {X_far:.8f}")
print(f"  L = {L1[0, 0]:.4f} hartree, St = {St1[0, 0]:.8f}")
print(f"  R = {R1[0, 0]:.8f}, h = {h1[0, 0]:.4f} hartree")
print("Moderate basis, Z = 80, k = -6..10")
print(f"  number of functions = {len(even_tempered(Z, 10))}")
print(f"  largest scaled spectrum difference = {spectrum_error:.1e}")
print(f"  decoupling residual = {residual:.1e} (relative)")
print(f"  same residual with X = 1: {residual_identity:.1e} (relative)")
print(f"  distance of R from identity = {distance:.6f}")
print(f"Wide basis, k = -6..{K_MAX}: {n} functions")
print(f"  largest exponent, Z = 80: {even_tempered(Z, K_MAX)[-1]:.4e} bohr^-2")
print("1s energies in hartree: Z, nonrelativistic, Dirac, X2C, X2C - Dirac")
for Zi, nonrel, dirac, x2c in table:
    print(f"  {Zi:2d} {nonrel:10.1f} {dirac:14.6f} {x2c:14.6f} {x2c - dirac:10.1e}")
print(f"Z = 80, X2C 1s energy = {table[-1][3] * HARTREE_EV / 1000:.4f} keV")
print(f"Z = 80, X2C 1s energy = {table[-1][3] * HARTREE_EV:.1f} eV")
print(f"Z = 80, relativistic shift = {E80 + Z**2 / 2:.4f} hartree")
print(f"Z = 80, large-component weight = {weight:.6f}")
print(f"  closed form (1 + gamma)/2 = {(1 + gamma) / 2:.6f}")
print(f"Z = 80, R omitted: lowest level = {no_R:.4f} hartree")
print(f"  bound E/weight = {E80 / weight:.4f} hartree")
print(f"Z = 80, X = 1, k up to 4: lowest level = {frozen_small:.4f} hartree")
print(f"Z = 80, X = 1, k up to {K_MAX}: lowest = {frozen_wide:.4e} hartree")
print("Z = 80, convergence: largest k, X2C - Dirac in hartree")
for k, err in errors.items():
    print(f"  {k:2d} {err:12.3e}")
print(f"convergence exponent from k = 16 and 22: {slope:.4f}")
print("OK")
```

It prints:

```
speed of light c = 137.035999 a.u.
Z = 80: gamma = 0.811906, 2c^2 = 37557.730 hartree
One Gaussian, Z = 80 (atomic units)
  exponent a = 1810.8296 bohr^-2
  S = 1.000000, T = 2716.2444 hartree, V = -5432.4887 hartree
  W = -1.967462e+07 a.u., W/(4c^2) = -261.9251 hartree
  X = 0.97798093, X at 100 times c = 0.99999759
  L = -2968.0787 hartree, St = 1.06917199
  R = 0.96711076, h = -2776.0535 hartree
Moderate basis, Z = 80, k = -6..10
  number of functions = 17
  largest scaled spectrum difference = 1.5e-13
  decoupling residual = 3.0e-15 (relative)
  same residual with X = 1: 4.3e+02 (relative)
  distance of R from identity = 0.844893
Wide basis, k = -6..28: 35 functions
  largest exponent, Z = 80: 1.7180e+12 bohr^-2
1s energies in hartree: Z, nonrelativistic, Dirac, X2C, X2C - Dirac
  10      -50.0     -50.066742     -50.066742    2.1e-07
  20     -200.0    -201.076523    -201.076522    8.1e-07
  30     -450.0    -455.524906    -455.524905    1.8e-06
  40     -800.0    -817.807495    -817.807492    3.0e-06
  50    -1250.0   -1294.626149   -1294.626144    4.7e-06
  60    -1800.0   -1895.682341   -1895.682334    7.4e-06
  70    -2450.0   -2634.846535   -2634.846520    1.5e-05
  80    -3200.0   -3532.192093   -3532.192047    4.6e-05
Z = 80, X2C 1s energy = -96.1158 keV
Z = 80, X2C 1s energy = -96115.8 eV
Z = 80, relativistic shift = -332.1921 hartree
Z = 80, large-component weight = 0.905953
  closed form (1 + gamma)/2 = 0.905953
Z = 80, R omitted: lowest level = -3927.0489 hartree
  bound E/weight = -3898.8690 hartree
Z = 80, X = 1, k up to 4: lowest level = -4211.4492 hartree
Z = 80, X = 1, k up to 28: lowest = -1.3326e+08 hartree
Z = 80, convergence: largest k, X2C - Dirac in hartree
   4    2.827e+01
  10    9.490e-01
  16    3.231e-02
  22    1.111e-03
  28    4.564e-05
convergence exponent from k = 16 and 22: 0.8104
OK
```
